# Localization at the band centre of a chain with Cauchy disorder: verification in Python

```python
# Result under test: a chain with hopping t and independent Cauchy site energies
# of half-width G has band-centre inverse localization length
#     gamma = arcsinh(G / (2 t))   per site, for amplitude,
# defined by the decay of the end-to-end Green function, -ln|t G_1N| / N.
# With drive detuning E and uniform amplitude loss eta the extended result is
#     gamma = Re arccosh((E + i (G + eta)) / (2 t)).
# A Cauchy law with centre a and half-width b is labelled by z = a + i b.
# Example: coupled silicon ring resonators; all energies are frequencies in GHz.
import numpy as np
from scipy.constants import c as light_speed
from scipy.integrate import quad
from scipy.stats import cauchy

rng = np.random.default_rng(20417)


def gamma_formula(E, G, t, eta=0.0):
    return float(np.arccosh((E + 1j * (G + eta)) / (2 * t)).real)


def log_mean_finite(N, G, t):
    """Derived mean of -ln|t G_1N| at the band centre."""
    g = np.arcsinh(G / (2 * t))
    top = np.exp((N + 1) * g) + (-1) ** N * np.exp(-(N + 1) * g)
    return float(np.log(top / (2 * np.cosh(g))))


def cauchy_sampler(G, cut=None):
    angle = np.pi / 2 if cut is None else np.arctan(cut / G)
    return lambda n: G * np.tan(angle * rng.uniform(-1, 1, n))


def chain_logs(sampler, t, E=0.0, eta=0.0, steps=2000, burn=200,
               chains=3000, hop_spread=0.0):
    """Growth of ln|psi| over 'steps' sites, one value for each random chain."""
    drive = E + 1j * eta if eta else E
    inverse_ratio = np.zeros(chains, dtype=complex if eta else float)
    total = np.zeros(chains)
    hop_old = np.full(chains, t)
    for n in range(burn + steps):
        if hop_spread:
            hop_new = t * (1 + hop_spread * rng.standard_normal(chains))
        else:
            hop_new = hop_old
        ratio = (drive - sampler(chains) - hop_old * inverse_ratio) / hop_new
        if n >= burn:
            total += np.log(np.abs(ratio))
        inverse_ratio = 1 / ratio
        hop_old = hop_new
    return total


def rate_and_error(logs, steps=2000):
    return logs.mean() / steps, logs.std(ddof=1) / steps / np.sqrt(len(logs))


# --- Cauchy facts, checked from densities and distribution functions ---
a, b = 0.7, 1.3
z = a + 1j * b
log_mean = quad(lambda th: np.log(abs(a + b * np.tan(th))) / np.pi,
                -np.pi / 2, np.pi / 2, points=[-np.arctan(a / b)], limit=300)[0]
assert abs(log_mean - np.log(abs(z))) < 1e-6

F = cauchy(a, b).cdf
label = -1 / z
for y in (-3.0, -0.4, 0.2, 1.7):
    if y > 0:
        probability = 1 - F(0) + F(-1 / y)
    else:
        probability = F(-1 / y) - F(0)
    assert abs(probability - cauchy(label.real, label.imag).cdf(y)) < 1e-12

for s in (-1.0, 0.5, 2.0):
    density = quad(lambda x: cauchy.pdf(x, a, b) * cauchy.pdf(s - x, -0.3, 0.5),
                   -np.inf, np.inf, limit=300)[0]
    assert abs(density - cauchy.pdf(s, a - 0.3, b + 0.5)) < 1e-6

# --- Example inputs: rough typical values for silicon ring chains ---
t, G = 50.0, 20.0                  # GHz
pitch_um, radius_um = 10.0, 5.0
wavelength_nm = 1550.0
group_index, index_slope = 4.2, 1.8e-4   # slope per kelvin
quality = 2.0e5
backscatter = 5.0                  # GHz
hop_spread = 0.05
rings = 20
gamma = float(np.arcsinh(G / (2 * t)))
optical_GHz = light_speed / (wavelength_nm * 1e-9) / 1e9
free_range = light_speed / (group_index * 2 * np.pi * radius_um * 1e-6) / 1e9
loss = optical_GHz / (2 * quality)
drift = optical_GHz * index_slope / group_index
dB = 20 / np.log(10)

# --- Approach of the Cauchy label to its fixed point ---
label, fixed = 0.7 + 0j, 1j * np.exp(gamma)
for _ in range(30):
    label = 1j * G / t - 1 / label
next_label = 1j * G / t - 1 / label
contraction = abs(next_label - fixed) / abs(label - fixed)
assert abs(contraction - np.exp(-2 * gamma)) < 1e-3

# --- Finite chain: Green function by direct inversion of random matrices ---
N_small, samples = 8, 100000
H = np.zeros((samples, N_small, N_small))
site = np.arange(N_small)
H[:, site, site] = cauchy_sampler(G)((samples, N_small)) / t
H[:, site[:-1], site[1:]] = 1.0
H[:, site[1:], site[:-1]] = 1.0
green_logs = -np.log(np.abs(np.linalg.inv(H)[:, 0, -1]))
green_mean = green_logs.mean()
green_error = green_logs.std(ddof=1) / np.sqrt(samples)
small_formula = log_mean_finite(N_small, G, t)
assert green_error < 0.02
assert abs(green_mean - small_formula) < 5 * green_error

# --- Long random chains against the formulas (5 standard errors) ---
long_logs = chain_logs(cauchy_sampler(G), t)
mc_centre, err_centre = rate_and_error(long_logs)
G_strong, E_test, eta_test = 200.0, 60.0, 30.0
mc_strong, err_strong = rate_and_error(chain_logs(cauchy_sampler(G_strong), t))
mc_detuned, err_detuned = rate_and_error(
    chain_logs(cauchy_sampler(G), t, E=E_test))
mc_lossy, err_lossy = rate_and_error(
    chain_logs(cauchy_sampler(G), t, eta=eta_test))
gamma_strong = float(np.arcsinh(G_strong / (2 * t)))
gamma_detuned = gamma_formula(E_test, G, t)
gamma_lossy = gamma_formula(0, G, t, eta_test)
for value, error, target in ((mc_centre, err_centre, gamma),
                             (mc_strong, err_strong, gamma_strong),
                             (mc_detuned, err_detuned, gamma_detuned),
                             (mc_lossy, err_lossy, gamma_lossy)):
    assert error < 0.01 * target
    assert abs(value - target) < 5 * error

# --- Self-averaging: spread of the total log grows as the root of length ---
short_logs = chain_logs(cauchy_sampler(G), t, steps=500)
spread_ratio = long_logs.std(ddof=1) / short_logs.std(ddof=1)
assert abs(spread_ratio - 2) < 0.15

# --- A device of finite length ---
device = chain_logs(cauchy_sampler(G), t, steps=rings, burn=0, chains=40000)
device_formula = log_mean_finite(rings, G, t)
device_error = device.std(ddof=1) / np.sqrt(len(device))
assert abs(device.mean() - device_formula) < 5 * device_error

# --- Effects outside the model, with the example's own numbers ---
cut_near, cut_far = 5 * G, free_range / 2
sigma = G / np.sqrt(2 * np.log(2))     # Gaussian with equal full width at half maximum
mc_near, err_near = rate_and_error(chain_logs(cauchy_sampler(G, cut_near), t))
mc_far, err_far = rate_and_error(chain_logs(cauchy_sampler(G, cut_far), t))
mc_gauss, err_gauss = rate_and_error(
    chain_logs(lambda n: sigma * rng.standard_normal(n), t))
mc_hops, err_hops = rate_and_error(
    chain_logs(cauchy_sampler(G), t, hop_spread=hop_spread))
assert mc_gauss < mc_near < mc_far < gamma
tail_far = 2 * cauchy.sf(cut_far, scale=G)

print(f"coupling t = {t:.0f} GHz, half-width G = {G:.0f} GHz")
print(f"ring pitch = {pitch_um:.0f} um, ring radius = {radius_um:.0f} um")
print(f"wavelength = {wavelength_nm:.0f} nm, frequency = {optical_GHz:.0f} GHz")
print(f"G/(2t) = {G / (2 * t):.4f}")
print(f"gamma = arcsinh(G/(2t)) = {gamma:.5f} per ring")
print(f"fixed-point Cauchy half-width exp(gamma) = {np.exp(gamma):.5f}")
print(f"localization length = {1 / gamma:.3f} rings")
print(f"localization length = {pitch_um / gamma:.1f} um")
print(f"intensity attenuation = {dB * gamma:.3f} dB per ring")
print(f"long-chain simulation gamma = {mc_centre:.5f} +- {err_centre:.5f} per ring")
print(f"label contraction per site: iterated {contraction:.5f}, "
      f"exp(-2 gamma) {np.exp(-2 * gamma):.5f}")
print(f"spread ratio, 2000 to 500 sites = {spread_ratio:.3f}")
print(f"{N_small}-site mean of -ln|t G_1N|: formula {small_formula:.4f}, "
      f"inversion {green_mean:.4f} +- {green_error:.4f}")
print(f"{rings}-ring mean attenuation: formula {dB * device_formula:.2f} dB")
print(f"{rings}-ring simulation: mean {dB * device.mean():.2f} dB, "
      f"standard deviation {dB * device.std(ddof=1):.2f} dB")
print(f"strong disorder G = {G_strong:.0f} GHz: formula {gamma_strong:.4f}, "
      f"simulation {mc_strong:.4f} +- {err_strong:.4f} per ring")
print(f"strong-disorder estimate ln(G/t) = {np.log(G_strong / t):.4f} per ring")
print(f"detuning test E = {E_test:.0f} GHz: formula {gamma_detuned:.4f}, "
      f"simulation {mc_detuned:.4f} +- {err_detuned:.4f} per ring")
print(f"loss test eta = {eta_test:.0f} GHz: formula {gamma_lossy:.4f}, "
      f"simulation {mc_lossy:.4f} +- {err_lossy:.4f} per ring")
print(f"intrinsic quality factor = {quality:.0f}, amplitude loss = {loss:.3f} GHz")
print(f"gamma with intrinsic loss = {gamma_formula(0, G, t, loss):.5f} per ring")
print(f"group index = {group_index:.1f}, index slope = {index_slope:.1e} per K")
print(f"thermal drift = {drift:.2f} GHz per K")
for kelvin in (1, 10):
    print(f"gamma after {kelvin} K drift = "
          f"{gamma_formula(kelvin * drift, G, t):.5f} per ring")
print(f"gamma with {backscatter:.0f} GHz uniform backscattering = "
      f"{gamma_formula(backscatter, G, t):.5f} per ring")
print(f"gamma with {100 * hop_spread:.0f} percent coupling scatter = "
      f"{mc_hops:.5f} +- {err_hops:.5f} per ring")
print(f"free spectral range = {free_range:.0f} GHz")
print(f"Cauchy probability beyond half that range = {100 * tail_far:.2f} percent")
print(f"gamma, tails cut at {cut_far:.0f} GHz = {mc_far:.4f} +- {err_far:.4f} per ring")
print(f"gamma, tails cut at {cut_near:.0f} GHz = {mc_near:.4f} +- {err_near:.4f} per ring")
print(f"Gaussian of equal full width: standard deviation = {sigma:.2f} GHz")
print(f"gamma, Gaussian disorder = {mc_gauss:.5f} +- {err_gauss:.5f} per ring")
print(f"localization length, Gaussian disorder = {1 / mc_gauss:.0f} rings")
print(f"gamma ratio, Cauchy to Gaussian = {gamma / mc_gauss:.1f}")
print("tests ok")
```

Running it gives:

```
coupling t = 50 GHz, half-width G = 20 GHz
ring pitch = 10 um, ring radius = 5 um
wavelength = 1550 nm, frequency = 193414 GHz
G/(2t) = 0.2000
gamma = arcsinh(G/(2t)) = 0.19869 per ring
fixed-point Cauchy half-width exp(gamma) = 1.21980
localization length = 5.033 rings
localization length = 50.3 um
intensity attenuation = 1.726 dB per ring
long-chain simulation gamma = 0.19832 +- 0.00026 per ring
label contraction per site: iterated 0.67208, exp(-2 gamma) 0.67208
spread ratio, 2000 to 500 sites = 1.986
8-site mean of -ln|t G_1N|: formula 1.1030, inversion 1.0984 +- 0.0062
20-ring mean attenuation: formula 30.05 dB
20-ring simulation: mean 30.02 dB, standard deviation 25.69 dB
strong disorder G = 200 GHz: formula 1.4436, simulation 1.4427 +- 0.0006 per ring
strong-disorder estimate ln(G/t) = 1.3863 per ring
detuning test E = 60 GHz: formula 0.2437, simulation 0.2435 +- 0.0003 per ring
loss test eta = 30 GHz: formula 0.4812, simulation 0.4807 +- 0.0002 per ring
intrinsic quality factor = 200000, amplitude loss = 0.484 GHz
gamma with intrinsic loss = 0.20343 per ring
group index = 4.2, index slope = 1.8e-04 per K
thermal drift = 8.29 GHz per K
gamma after 1 K drift = 0.19934 per ring
gamma after 10 K drift = 0.31959 per ring
gamma with 5 GHz uniform backscattering = 0.19893 per ring
gamma with 5 percent coupling scatter = 0.20009 +- 0.00025 per ring
free spectral range = 2272 GHz
Cauchy probability beyond half that range = 1.12 percent
gamma, tails cut at 1136 GHz = 0.1601 +- 0.0002 per ring
gamma, tails cut at 100 GHz = 0.0458 +- 0.0001 per ring
Gaussian of equal full width: standard deviation = 16.99 GHz
gamma, Gaussian disorder = 0.01321 +- 0.00005 per ring
localization length, Gaussian disorder = 76 rings
gamma ratio, Cauchy to Gaussian = 15.0
tests ok
```
